# Binary Diffusivity of Hard-Sphere Gases and Transport Through a Boundary Layer

In a vapour-deposition reactor a dilute precursor crosses a layer of nearly stagnant carrier gas before it reaches the growing surface. The diffusivity of the pair of gases controls that passage. This problem derives it for hard spheres, asks how it depends on temperature and pressure, and examines how far the answer can be trusted.

**The model.** Species A and B are smooth, elastic spheres with masses \(m_A,m_B\) and diameters \(d_A,d_B\). Their centres are \(d=(d_A+d_B)/2\) apart at contact, and \(\mu=m_Am_B/(m_A+m_B)\) is the reduced mass. The gas is dilute and ideal: the number densities satisfy \(n_A+n_B=n=p/kT\), with \(k\) the Boltzmann constant. Temperature \(T\) and total pressure \(p\) are uniform, there are no external forces, and \(x_A=n_A/n\) is the mole fraction. The mean velocities of the species are \(\mathbf u_A,\mathbf u_B\), and \(\mathbf w=\mathbf u_A-\mathbf u_B\).

For numbers, take the round values \(m_A=32\) u, \(m_B=4\) u, \(d_A=0.5\) nm and \(d_B=0.3\) nm. Then \(\mu=3.556\) u and \(d=0.4\) nm. SI units suit a reactor gas and are used throughout.

## (a) From diffusion to friction

*The diffusivity \(D\) is defined by \(\mathbf J_A=-nD\nabla x_A\), where \(\mathbf J_A\) is the flux of A relative to the number-averaged velocity. Suppose that collisions with B exert on A a force per unit volume \(-K\mathbf w\). Express \(D\) through \(K\).*

**Solution.** The number-averaged velocity is \(\mathbf U=x_A\mathbf u_A+x_B\mathbf u_B\). Since \(x_A+x_B=1\), we have \(\mathbf u_A-\mathbf U=x_B\mathbf w\), and so

\[
\mathbf J_A=n_A(\mathbf u_A-\mathbf U)=\frac{n_An_B}{n}\mathbf w .
\]

The definition of \(D\) therefore means

\[
\mathbf w=-\frac{n^2D}{n_An_B}\nabla x_A. \tag{1}
\]

Now balance the momentum of species A. Collisions between two A spheres conserve it. The inertial term \(\mathbf u_A\cdot\nabla\mathbf u_A\) is of second order in the small gradients, and viscous stress enters through second derivatives. Once the initial velocities have relaxed by collisions, the drift changes only as slowly as the composition, so its time derivative is also negligible. To first order in gradients the partial-pressure force balances friction:

\[
0=-\nabla p_A-K\mathbf w,\qquad \nabla p_A=\nabla(x_Ap)=p\nabla x_A .
\]

Thus \(\mathbf w=-(p/K)\nabla x_A\). Comparison with (1), and \(p=nkT\), give

\[
D=\frac{p\,n_An_B}{n^2K}=\frac{kT\,n_An_B}{nK}. \tag{2}
\]

Strong friction means slow diffusion. The force on B is \(+K\mathbf w\), so the two balances add up to \(\nabla p=0\), as assumed.

## (b) Momentum lost in one collision

*A and B approach with relative velocity \(\mathbf g=\mathbf v_A-\mathbf v_B\). Average the momentum change of A over all impact parameters that lead to a collision.*

**Solution.** The centre-of-mass velocity \(\mathbf V\) is conserved, and \(\mathbf v_A=\mathbf V+(\mu/m_A)\mathbf g\). The momentum change of A is therefore \(m_A(\mathbf v_A'-\mathbf v_A)=\mu(\mathbf g'-\mathbf g)\).

Smooth spheres exchange an impulse along the unit vector \(\mathbf k\) joining their centres, so \(\mathbf g'=\mathbf g-c\,\mathbf k\). Energy conservation requires \(|\mathbf g'|=|\mathbf g|\), or \(c^2=2c\,\mathbf g\cdot\mathbf k\). The non-zero root gives

\[
\mathbf g'=\mathbf g-2(\mathbf g\cdot\mathbf k)\mathbf k .
\]

For impact parameter \(b\), the component of \(\mathbf k\) perpendicular to \(\mathbf g\) is \(b/d\), so \((\mathbf g\cdot\mathbf k)^2=g^2(1-b^2/d^2)\). The scattering angle \(\chi\) between \(\mathbf g\) and \(\mathbf g'\) obeys

\[
\cos\chi=\frac{\mathbf g\cdot\mathbf g'}{g^2}=1-2\left(1-\frac{b^2}{d^2}\right)=\frac{2b^2}{d^2}-1 .
\]

A head-on collision reverses \(\mathbf g\); a grazing one leaves it unchanged. The element of target area is

\[
2\pi b\,db=\pi\,d(b^2)=\frac{\pi d^2}{2}\,d(\cos\chi),
\]

where \(d^2\) is the squared contact distance and the other \(d\)'s are differentials. All values of \(\cos\chi\) from \(-1\) to \(1\) are equally likely, and so are all azimuths. The scattering is isotropic in the centre-of-mass frame, \(\mathbf g'\) averages to zero, and the mean momentum change of A is \(-\mu\mathbf g\). The target area is \(\pi d^2\).

## (c) The friction coefficient

*Assume that each species has a Maxwellian velocity distribution at temperature \(T\), centred on its own mean velocity, and that colliding partners are uncorrelated. Find \(K\) for small \(\mathbf w\), and the leading correction.*

**Solution.** Pairs with relative velocity \(\mathbf g\) collide at a rate per unit volume \(n_An_B\pi d^2|\mathbf g|\), weighted by the distribution of \(\mathbf g\). With part (b), the force density on A is

\[
\mathbf R_A=-\mu\pi d^2n_An_B\langle|\mathbf g|\mathbf g\rangle .
\]

Each component of \(\mathbf g\) is a difference of independent Gaussian variables, so its variances add: \(kT/m_A+kT/m_B=kT/\mu\equiv a\). Its mean is the corresponding component of \(\mathbf w\). Hence

\[
P(\mathbf g)=\frac{e^{-|\mathbf g-\mathbf w|^2/2a}}{(2\pi a)^{3/2}}
\simeq P_0(g)\left(1+\frac{\mathbf g\cdot\mathbf w}{a}\right),
\]

where \(P_0\) is the distribution at \(\mathbf w=0\). The term without \(\mathbf w\) gives no net force, by symmetry. In the next term, isotropy replaces \(g_ig_j\) by \(g^2\delta_{ij}/3\):

\[
\langle|\mathbf g|\mathbf g\rangle\simeq\frac{\langle g^3\rangle_0}{3a}\mathbf w .
\]

With \(y=g^2/2a\), so that \(g\,dg=a\,dy\), the two moments needed are

\[
\bar g=\langle g\rangle_0=\frac{4\pi}{(2\pi a)^{3/2}}\,2a^2\!\int_0^\infty\! y e^{-y}dy=\frac{8\pi a^2}{(2\pi a)^{3/2}}=\sqrt{\frac{8a}{\pi}},
\]

\[
\langle g^3\rangle_0=\frac{4\pi}{(2\pi a)^{3/2}}\,4a^3\!\int_0^\infty\! y^2e^{-y}dy=\frac{32\pi a^3}{(2\pi a)^{3/2}}=4a\bar g .
\]

Therefore \(\langle|\mathbf g|\mathbf g\rangle=\tfrac43\bar g\,\mathbf w\) and

\[
K=\frac43\,\mu\pi d^2n_An_B\,\bar g. \tag{3}
\]

The factor \(4/3\) exceeds one because faster pairs collide more often and also lose more momentum.

For the correction, let \(\mathbf w\) point along \(z\). Even powers of \(w\) vanish by parity. The cubic term of \(\exp(g_zw/a-w^2/2a)\) is \(w^3[g_z^3/(6a^3)-g_z/(2a^2)]\). Using the angular averages \(g_z^4\to g^4/5\) and \(g_z^2\to g^2/3\), and \(\langle g^5\rangle_0=6a\langle g^3\rangle_0\), its contribution to \(\langle|\mathbf g|g_z\rangle\) is

\[
w^3\frac{\langle g^3\rangle_0}{a^2}\left(\frac15-\frac16\right)=\frac{w^3\langle g^3\rangle_0}{30a^2}.
\]

Relative to the linear term this is \(w^2/10a=\mu w^2/(10kT)\). A drift of one tenth of \(\sqrt{kT/\mu}\) raises the friction by only 0.1 per cent.

## (d) The diffusivity

*Combine the results. How does \(D\) vary with temperature at fixed pressure, and at fixed density? Evaluate it at 300 K and 900 K for \(p=1000\) Pa.*

**Solution.** Put (3) into (2). The product \(n_An_B\) cancels, so this approximation contains no dependence on composition. With \(kT=\mu a\) and \(\bar g=4\sqrt a/\sqrt{2\pi}\),

\[
D=\frac{3a}{4\pi nd^2\bar g}
=\frac{3\sqrt{2\pi a}}{16\pi nd^2}
=\frac{3}{8nd^2}\sqrt{\frac{kT}{2\pi\mu}} . \tag{4}
\]

Substituting \(n=p/kT\) gives

\[
D=\frac{3}{8d^2}\,\frac{(kT)^{3/2}}{\sqrt{2\pi\mu}\;p}. \tag{5}
\]

At fixed pressure \(D\propto T^{3/2}/p\). One power of \(T\) comes from the thinning of the gas and half a power from the faster molecules. In a sealed volume \(n\) is fixed, and \(D\propto T^{1/2}\).

At 300 K, \(n=2.414\times10^{23}\ \mathrm{m^{-3}}\) and \(\sqrt{kT/\mu}=837.6\) m/s, so

\[
D=\frac{3}{8(2.414\times10^{23})(0.4\times10^{-9})^2}\,\frac{837.6}{\sqrt{2\pi}}
=3.24\times10^{-3}\ \mathrm{m^2/s},
\]

or 32.4 cm²/s. At 900 K the factor \(3^{3/2}=5.196\) raises it to \(1.69\times10^{-2}\) m²/s, or 169 cm²/s. Tripling the pressure at 300 K instead lowers it to \(1.08\times10^{-3}\) m²/s.

## (e) Do the powers depend on the assumed Maxwellians?

*The true velocity distributions need not be drifting Maxwellians. Use the Boltzmann equation to decide which features of (5) survive.*

**Solution.** For species \(i\) the equation has the form

\[
\partial_tf_i+\mathbf v\cdot\nabla f_i=\sum_jd_{ij}^2\!\int\! d^3v_1\!\int_{\mathbf g\cdot\mathbf k>0}\! d^2k\,(\mathbf g\cdot\mathbf k)\,(f_i'f_{j1}'-f_if_{j1}),
\]

where \(d_{ij}\) is the contact distance of the pair, the subscript 1 marks the partner and primes mark velocities after the collision. Measure velocities in \(\sqrt a\), lengths in \(\ell=1/(nd^2)\), times in \(\ell/\sqrt a\), and \(f_i\) in \(n a^{-3/2}\). The left side then carries the factor

\[
\frac{n a^{-3/2}\sqrt a}{\ell}=\frac{n^2d^2}{a}.
\]

On the right, \(d^2\), the velocity volume \(a^{3/2}\), the speed \(\sqrt a\) and two distributions give \(d^2a^{3/2}\sqrt a\,n^2a^{-3}=n^2d^2/a\), the same factor. It cancels. What remains contains mass ratios, diameter ratios and mole fractions, but neither \(T\) nor \(p\). The unit of diffusivity is \(\ell\sqrt a\), so

\[
D=C\,\frac{1}{nd^2}\sqrt{\frac{kT}{\mu}},
\]

with \(C\) a function of those ratios and the composition. At fixed composition, \(T^{3/2}/p\) is thus exact for the hard-sphere Boltzmann equation. The reason is that hard spheres have no energy scale: speeding up every molecule equally leaves the paths unchanged. The drifting Maxwellians affect the prefactor, for which they give \(C=3/(8\sqrt{2\pi})\).

## (f) How accurate is the prefactor?

*Consider a trace species of mass \(m\) in a bath of the other species. Formulate its diffusivity without assuming a drifting Maxwellian, and compare the two cases A in B and B in A.*

**Solution.** Let \(n_t\) be the small tracer density. Tracers then meet only bath molecules, which stay Maxwellian. Write the tracer distribution as \(n_tf_0(1-\boldsymbol\Phi\cdot\nabla\ln n_t)\), with \(f_0\) the normalized Maxwellian. To first order in the gradient, streaming balances collisions if

\[
-L\boldsymbol\Phi=\mathbf v,\qquad L\boldsymbol\psi=n\pi d^2\big\langle|\mathbf g|[\boldsymbol\psi(\mathbf v')-\boldsymbol\psi(\mathbf v)]\big\rangle ,
\]

where the average runs over bath velocities and scattering directions. The flux is \(-\tfrac13\langle\mathbf v\cdot\boldsymbol\Phi\rangle\nabla n_t\), so \(D=\tfrac13\langle\mathbf v\cdot\boldsymbol\Phi\rangle\).

Expand \(\boldsymbol\Phi=\sum_jc_j\boldsymbol\psi_j\), where each \(\boldsymbol\psi_j\) is \(\mathbf v\) times a polynomial in \(v^2\). Projection gives \(Hc=s\), with \(H_{ij}=-\langle\boldsymbol\psi_i\cdot L\boldsymbol\psi_j\rangle\) and \(s_i=\langle\mathbf v\cdot\boldsymbol\psi_i\rangle\), and \(D=\tfrac13s^{T}H^{-1}s\).

Take first the single function \(\boldsymbol\psi=\mathbf v\), which describes a small shift of a Maxwellian. In equilibrium each collision and its reverse are equally frequent, so \(H=\tfrac12n\pi d^2\langle|\mathbf g||\mathbf v'-\mathbf v|^2\rangle\). Since \(\mathbf v'-\mathbf v=(\mu/m)(\mathbf g'-\mathbf g)\), and \(|\mathbf g'-\mathbf g|^2\) averages to \(2g^2\),

\[
H=n\pi d^2\frac{\mu^2}{m^2}\,4a\bar g,\qquad s=\frac{3kT}{m}=\frac{3\mu a}{m},\qquad D=\frac{s^2}{3H}=\frac{3a}{4\pi nd^2\bar g}.
\]

This is (4) again. Because \(H\) is symmetric and positive, \(s^TH^{-1}s\) is the maximum of \(2c^Ts-c^THc\). Adding functions cannot lower it, so each truncated result is a lower bound on the tracer's \(D\).

With the matrix elements evaluated by Gaussian quadrature, the ratio of \(D\) to (4) is as follows.

| Functions | A in B | B in A |
|---|---|---|
| 1 | 1.0000 | 1.0000 |
| 2 | 1.0005 | 1.069 |
| 4 | 1.0005 | 1.091 |
| 6 | 1.0005 | 1.094 |

For the heavy tracer the Boltzmann value exceeds the formula by 0.05 per cent of the formula's value. For the light tracer the excess, measured in the same way, is at least 9 per cent, and the last column is still creeping upwards. The two trace limits share one value in (4) but differ in the Boltzmann equation, so the true \(D\) depends on composition.

The limit of a very light tracer shows the cause. The bath molecules then act as fixed scatterers, each collision randomizes the direction, and \(n\pi d^2|\mathbf v|\boldsymbol\Phi=\mathbf v\). Thus \(\boldsymbol\Phi\) is proportional to \(\mathbf v/|\mathbf v|\), not to \(\mathbf v\), and

\[
D=\frac{\bar v}{3n\pi d^2}, \tag{6}
\]

with \(\bar v\) the tracer's mean speed. Here \(\bar g=\bar v\) and \(a=\pi\bar g^2/8\), so (4) gives \(3\bar v/(32nd^2)\), and the ratio is \(32/(9\pi)\approx1.13\).

## (g) What does the mean free path alone predict?

*A simple estimate is \(D\approx\lambda\bar v_A/3\), with \(\lambda\) the mean free path of a trace of A and \(\bar v_A\) its mean speed. Compare it with (4).*

**Solution.** A tracer collides at the rate \(n\pi d^2\bar g\), so \(\lambda=\bar v_A/(n\pi d^2\bar g)\). With \(\bar v_A^2=8kT/(\pi m_A)=8\mu a/(\pi m_A)\),

\[
\frac{D}{\lambda\bar v_A/3}
=\frac{3a}{4\pi nd^2\bar g}\cdot\frac{3n\pi d^2\bar g\,\pi m_A}{8\mu a}
=\frac{9\pi}{32}\left(1+\frac{m_A}{m_B}\right).
\]

The estimate has the correct powers of \(T\) and \(p\), but not the correct mass dependence. At 300 K and 1000 Pa, \(\bar v_A=445.5\) m/s and \(\lambda=2.747\ \mu\)m give \(4.08\times10^{-4}\) m²/s, too small by a factor of 7.95.

The estimate supposes that one collision erases the tracer's velocity. By (3), a drifting trace of A loses momentum at the rate \(\tfrac43(\mu/m_A)n\pi d^2\bar g\). That is a fraction \(\tfrac43\cdot\tfrac19=\tfrac4{27}\) per collision, so the motion persists for about seven collisions. For a very light tracer each collision does erase the direction, and the estimate coincides with (6).

## (h) Softer molecules

*Suppose that the effective area for momentum loss falls with speed as \(Q(g)=Q_0(g/g_0)^{-q}\), with \(0<q<5\). What replaces the power \(3/2\), within the drifting-Maxwellian approximation?*

**Solution.** Replace \(\pi d^2\) by \(Q(g)\) inside the average of part (c):

\[
K=\frac{\mu n_An_BQ_0g_0^{\,q}}{3a}\langle g^{3-q}\rangle_0\propto n_An_B\,a^{(3-q)/2-1}\propto n_An_B\,T^{(1-q)/2}.
\]

The condition \(q<5\) makes the force average converge at small \(g\), even before it is expanded in \(\mathbf w\). From (2) with \(n=p/kT\),

\[
D\propto\frac{T^2}{p}\,T^{-(1-q)/2}=\frac{T^{(3+q)/2}}{p}.
\]

Fast pairs that penetrate a soft repulsion present a smaller target, so heating helps diffusion more than it does for hard spheres. In real gases attraction acts in the same direction, because it deflects slow pairs most, and a single power of \(g\) describes \(Q\) only over a limited range of temperature. For \(q=1/2\) the exponent is 1.75. The inverse dependence on pressure remains, because it comes from the density of collision partners.

## (i) Flux through a boundary layer

*A layer of thickness \(h=1\) cm has no net number flow. The mole fraction of A falls from 0.01 at its outer edge to nearly zero at the surface, and no reactions occur in the gas. Find the steady flux at 300 K and 900 K, and judge whether the assumptions hold at 1000 Pa.*

**Solution.** Zero net number flow means that molecules leave the surface as fast as A arrives; they are counted here with B. If instead B is stagnant, the whole gas drifts towards the wall and carries A with it. The flux of A is then \((nD/h)\ln[1/(1-\Delta x_A)]\), which for \(\Delta x_A=0.01\) exceeds the result below by only 0.5 per cent. In steady state \(J_A\) is constant across the layer. Since \(nD\) is uniform, \(x_A\) falls linearly, and

\[
J_A=nD\,\frac{\Delta x_A}{h},\qquad nD=\frac{3}{8d^2}\sqrt{\frac{kT}{2\pi\mu}} .
\]

The pressure has cancelled: a lower pressure speeds up diffusion but supplies fewer molecules. Here \(\Delta x_A/h=0.01/(0.01\ \mathrm m)=1\ \mathrm{m^{-1}}\), so

\[
J_A=7.83\times10^{20}\ \mathrm{m^{-2}s^{-1}}\ (300\ \mathrm K),\qquad
1.36\times10^{21}\ \mathrm{m^{-2}s^{-1}}\ (900\ \mathrm K).
\]

The threefold rise in temperature multiplies the flux by \(\sqrt3\), far less than the factor 5.2 in \(D\). This holds for hard spheres, a fixed thickness and a fixed drop. For the softer molecules of part (h) the factor is \(3^{(1+q)/2}\), about 2.3 for \(q=1/2\); if the flow alters \(h\), the flux changes as \(1/h\). The time scale \(h^2/D\) falls from 30.8 ms to 5.9 ms.

At 900 K the conditions are more severe in two respects, yet still satisfied. In mid-layer, where \(x_A=0.005\), equation (1) gives

\[
w=\frac{D}{x_Ax_B}\frac{\Delta x_A}{h}=\frac{1.686\times10^{-2}}{0.005\times0.995}=3.39\ \mathrm{m/s},
\]

against \(\sqrt{kT/\mu}=1451\) m/s, so the correction of part (c) is below one part in a million. The mean free path of A is \(8.24\ \mu\)m, or \(8.2\times10^{-4}\) of the thickness. Because the velocity of A persists over several collisions, the stricter length is \(3D/\bar v_A\), about eight free paths; it is still only 0.7 per cent of the thickness. The gas is dilute, with \(nd^3=1.5\times10^{-5}\) at 300 K and less at 900 K.

The surface itself needs care, because (1) makes \(w\) diverge as \(x_A\to0\). A perfectly absorbing wall sends no A back, so all the A molecules beside it are approaching. If their velocities are roughly those of the approaching half of a Maxwellian, their mean normal speed is \(\bar v_A/2\), and they arrive at the rate \(n_A\bar v_A/2\). To supply \(J_A\), the mole fraction at the wall must be about

\[
x_{\rm wall}\approx\frac{2J_A}{n\bar v_A}=\frac{2D}{h\bar v_A}\,\Delta x_A .
\]

At 900 K, with \(\bar v_A=771.7\) m/s, this rough estimate gives a few tenths of a per cent of \(\Delta x_A\), so setting it to zero is a small error. It grows as \(1/p\), and at low enough pressure the flux ceases to be independent of pressure. A layer with a strong temperature gradient lies outside this calculation as well: \(nD\) then varies across it, and thermal diffusion adds a separate flux.
